# Critical Thickness of a Polar Overlayer on a Nonpolar Insulator

## Problem

An insulating polar film of thickness $t$ lies on a thick nonpolar insulator, with vacuum above it. The film has a polarization $P_0=0.53\ \mathrm{C/m^2}$ normal to its plane when the electric field inside it is zero. The substrate has no such polarization, so $P_0$ is also the jump in zero-field polarization at the interface. The relative permittivity of the film is $\varepsilon_r=24$, taken as independent of field.

Initially there is no free or adsorbed charge. Electrons can pass from the valence edge at the film surface to the conduction edge of the substrate at the interface. With flat bands this costs an energy $eV_{\rm lim}$ per electron, where $V_{\rm lim}=3.3\ \mathrm{V}$. At what thickness does the transfer begin, and how much charge has moved in a thicker film?

## First estimate by scaling

Two energies per unit area compete. Without transfer, the film stores a field energy of order $P_0^2t/(\varepsilon_0\varepsilon_r)$. Removing the field requires a transferred charge of order $P_0$, at a cost of order $P_0V_{\rm lim}$. Equating the two gives

$$
t\sim\frac{\varepsilon_0\varepsilon_rV_{\rm lim}}{P_0}.
$$

With the rounded values $\varepsilon_0\varepsilon_r\approx2\times10^{-10}\ \mathrm{F/m}$, $V_{\rm lim}\approx3\ \mathrm{V}$ and $P_0\approx0.5\ \mathrm{C/m^2}$, this is about $1.2\ \mathrm{nm}$. The argument fixes the combination of parameters but not the numerical factor in front, so the estimate could easily be wrong by a factor of two. It also leaves open whether the charge moves all at once or gradually.

## Exact solution of the model

### The field without transferred charge

Let $z$ run from the free surface, $z=0$, to the interface, $z=t$, with $P_0$ pointing along $+z$. All fields are normal to the layers. The displacement field in the film is

$$
D=\varepsilon_0E+P_0+P_{\rm ind},\qquad
P_{\rm ind}=\varepsilon_0(\varepsilon_r-1)E ,
$$

where $P_{\rm ind}$ is the polarization induced by the field. Substituting the second relation into the first gives

$$
D=P_0+\varepsilon_0\varepsilon_rE .
$$

No external field is applied, so $E=0$ and $D=0$ in the vacuum. By Gauss's law, $D$ changes across a plane by the free charge per area on it. There is none at the surface or at the interface, so $D=0$ in the film and in the substrate. The substrate therefore carries no field, while the film has

$$
E=-\frac{P_0}{\varepsilon_0\varepsilon_r}.
$$

Numerically, $\varepsilon_0\varepsilon_r=24\times8.8542\times10^{-12}=2.125\times10^{-10}\ \mathrm{F/m}$, and the field magnitude is $2.494\ \mathrm{V/nm}$.

The induced polarization is

$$
P_{\rm ind}=-P_0\left(1-\frac1{\varepsilon_r}\right)=-0.508\ \mathrm{C/m^2},
$$

which leaves a total polarization $P_0+P_{\rm ind}=P_0/\varepsilon_r=0.0221\ \mathrm{C/m^2}$. The field can be written either as $-P_0/(\varepsilon_0\varepsilon_r)$ or as minus this small total divided by $\varepsilon_0$. Dividing the total by $\varepsilon_0\varepsilon_r$ would count the dielectric response twice.

### The potential drop and the threshold

The potential difference between interface and surface is

$$
V(t)=\phi(t)-\phi(0)=-\int_0^tE\,dz=\frac{P_0t}{\varepsilon_0\varepsilon_r}.
$$

It is positive. An electron has electrostatic energy $-e\phi$, so it gains $eV(t)$ in going from the surface to the interface. The net cost of moving the first electron is $e[V_{\rm lim}-V(t)]$, which vanishes at

$$
t_c=\frac{\varepsilon_0\varepsilon_rV_{\rm lim}}{P_0}.
$$

With the given values,

$$
t_c=\frac{2.125\times10^{-10}\times3.3}{0.53}\ \mathrm m
=1.32\ \mathrm{nm}.
$$

### What happens above the threshold

Let a charge $s\ge0$ per area be transferred: holes of density $+s$ remain at the surface, and electrons of density $-s$ collect at the interface. Both layers are treated as thin sheets, and the energy of filling the bands is neglected. Gauss's law at the surface now gives $D=s$ in the film, so

$$
\varepsilon_0E=s-P_0-P_{\rm ind}.
$$

The energy per volume is the sum of the vacuum field energy and the cost of inducing polarization:

$$
w=\frac{\varepsilon_0E^2}{2}+\frac{P_{\rm ind}^2}{2\varepsilon_0(\varepsilon_r-1)} .
$$

At fixed $s$, the relation above gives $dE/dP_{\rm ind}=-1/\varepsilon_0$. Hence

$$
\frac{dw}{dP_{\rm ind}}=-E+\frac{P_{\rm ind}}{\varepsilon_0(\varepsilon_r-1)}=0,
$$

which recovers the linear response law. Inserting that law into the relation for $E$ gives $\varepsilon_0\varepsilon_rE=s-P_0$, and the energy density becomes

$$
w=\frac{\varepsilon_0E^2}{2}+\frac{\varepsilon_0(\varepsilon_r-1)E^2}{2}
=\frac{\varepsilon_0\varepsilon_rE^2}{2}
=\frac{(P_0-s)^2}{2\varepsilon_0\varepsilon_r}.
$$

Transferring $s/e$ electrons per area costs $sV_{\rm lim}$ before field energy is counted. The total energy per area is therefore

$$
G(s)=\frac{t(P_0-s)^2}{2\varepsilon_0\varepsilon_r}+sV_{\rm lim},
$$

with derivatives

$$
G'(s)=V_{\rm lim}-\frac{t(P_0-s)}{\varepsilon_0\varepsilon_r},\qquad
G''(s)=\frac{t}{\varepsilon_0\varepsilon_r}>0 .
$$

Since $G$ is convex, the sign of $G'(0)=V_{\rm lim}-V(t)$ decides the matter. For $t\le t_c$ it is not negative, and the minimum lies at $s=0$. For $t>t_c$ it is negative, and the minimum follows from $G'(s)=0$:

$$
s=P_0-\frac{\varepsilon_0\varepsilon_rV_{\rm lim}}{t}
=P_0\left(1-\frac{t_c}{t}\right).
$$

The charge grows continuously from zero. Just above the threshold it is approximately $P_0(t-t_c)/t_c$; for a very thick film it approaches $P_0$. The remaining drop is

$$
\frac{t(P_0-s)}{\varepsilon_0\varepsilon_r}
=\frac{P_0t_c}{\varepsilon_0\varepsilon_r}=V_{\rm lim},
$$

so the potential is pinned at its limit while the field falls as $V_{\rm lim}/t$.

A film of $1.0\ \mathrm{nm}$ has no transferred charge. At $2.0\ \mathrm{nm}$,

$$
s=0.53\left(1-\frac{1.323}{2.0}\right)=0.179\ \mathrm{C/m^2},
$$

about one third of $P_0$, and the drop is $3.30\ \mathrm V$. Direct numerical minimization over both $P_{\rm ind}$ and $s$ confirms these values. The onset was found separately, as the thickness at which the energy, minimized numerically over $P_{\rm ind}$, has zero slope in $s$ at $s=0$; it agrees with $t_c$.

The pinning and the value of $s$ rest on neglecting band filling, which is not small at these densities: $0.179\ \mathrm{C/m^2}$ is about $1.1\times10^{14}$ electrons per $\mathrm{cm^2}$. A two-dimensional band with density of states $g$ per area and energy adds $s^2/(2e^2g)$ to $G$. This term has zero slope at $s=0$, so $t_c$ is unchanged, but above threshold each partly filled band raises the drop by $s/(e^2g)$. For one spin-degenerate band of free-electron mass on each side, $g=m_e/(\pi\hbar^2)$, the film of $2.0\ \mathrm{nm}$ has $s=0.136\ \mathrm{C/m^2}$ and a drop of $3.71\ \mathrm V$. Strict pinning at $V_{\rm lim}$ is the limit of a large density of states.

### Whole unit cells

A film grown in complete cells cannot have every thickness. Suppose that the polarization comes from alternating planes of charge $-\sigma$ and $+\sigma$, with $\sigma=e/a^2$, in cubic cells of side $a$. Counting from the surface, the negative plane of each cell lies at $a/4$ and the positive plane at $3a/4$. The dipole moment per volume is

$$
P_0=\frac{\sigma(3a/4-a/4)}{a}=\frac{\sigma}{2}=\frac{e}{2a^2}.
$$

The given $P_0$ then corresponds to $a=\sqrt{e/(2P_0)}=0.389\ \mathrm{nm}$.

If the dielectric response is spread uniformly through the film, the field has magnitude $\sigma/(\varepsilon_0\varepsilon_r)$ between the two planes of a cell and is zero elsewhere. The field region occupies half the cell, so the rise per cell is

$$
\frac{\sigma}{\varepsilon_0\varepsilon_r}\,\frac a2
=\frac{P_0a}{\varepsilon_0\varepsilon_r}=0.970\ \mathrm V .
$$

The potential is a staircase with the same average slope as in the continuous model. Three cells give $2.91\ \mathrm V$, below the limit. Four would give $3.88\ \mathrm V$ if no charge moved, which exceeds it. The threshold of $3.40$ cells thus means that the first complete film with transferred charge has four cells and a thickness of $1.56\ \mathrm{nm}$. Its actual drop is held at $V_{\rm lim}$ by the transfer.

### The same polar layer in a superlattice

The overlayer result rests on $D=0$, which the field-free vacuum imposes whatever the thickness of the substrate. A periodic stack without vacuum obeys a different condition. Consider one in which each polar layer alternates with a nonpolar layer of thickness $t_s$ and relative permittivity $\varepsilon_s$. Let there be no free charge and no net potential drop over a period. With $E_s$ the field in the nonpolar layer, these conditions read

$$
\varepsilon_0\varepsilon_rE+P_0=\varepsilon_0\varepsilon_sE_s,\qquad
Et+E_st_s=0 .
$$

The second gives $E_s=-Et/t_s$. Substitution into the first yields

$$
E=-\frac{P_0}{\varepsilon_0(\varepsilon_r+\varepsilon_st/t_s)} .
$$

The nonpolar layer now shares the field, which weakens the field in the polar layer. If the same limit $V_{\rm lim}$ applies, setting $|E|t=V_{\rm lim}$ gives

$$
P_0t=\varepsilon_0\varepsilon_rV_{\rm lim}
+\varepsilon_0\varepsilon_sV_{\rm lim}\frac{t}{t_s}.
$$

Dividing by $P_0\,t\,t_c$ and using $\varepsilon_0\varepsilon_rV_{\rm lim}=P_0t_c$, one finds

$$
\frac1t=\frac1{t_c}-\frac{\varepsilon_s}{\varepsilon_r t_s}.
$$

For $t_s\to\infty$ the overlayer result returns. For finite $t_s$ the threshold is larger, and for $t_s\le(\varepsilon_s/\varepsilon_r)t_c$ there is no finite threshold: the drop stays below $V_{\rm lim}$ however thick the polar layer is.

## Comparison of the estimate and the solution

The scaling estimate of $1.2\ \mathrm{nm}$ lies about 9% below the model result of $1.32\ \mathrm{nm}$. The factor in front turns out to be one, so this difference comes entirely from rounding the inputs.

That agreement was not guaranteed by the energy argument. Keeping its factors, and allowing only no transfer or complete transfer, one would equate $G(0)$ and $G(P_0)$:

$$
\frac{P_0^2t}{2\varepsilon_0\varepsilon_r}=P_0V_{\rm lim}
\quad\Longrightarrow\quad t=2t_c .
$$

This is too large because partial transfer is cheaper. At $t=2t_c$ the optimal charge is $s=P_0/2$, and its energy is

$$
G(P_0/2)=\frac{P_0V_{\rm lim}}4+\frac{P_0V_{\rm lim}}2
=\frac34P_0V_{\rm lim},
$$

below the common value $P_0V_{\rm lim}$ of the two extreme states. The onset is set by the cost of the first electron, not by the cost of complete compensation.

The digits of $t_c$ should be read with the uncertainty of the inputs in mind. For small changes,

$$
\frac{\delta t_c}{t_c}=\frac{\delta\varepsilon_r}{\varepsilon_r}
+\frac{\delta V_{\rm lim}}{V_{\rm lim}}-\frac{\delta P_0}{P_0}.
$$

Changing $\varepsilon_r$ to 20 or 28 moves the threshold to $1.10$ or $1.54\ \mathrm{nm}$. In cells these are $1.10/0.389\approx2.8$ and $1.54/0.389\approx4.0$, the latter just below four. The first complete film above threshold would then have three cells in the first case and four in the second. The second case is marginal: for $\varepsilon_r$ above $28.2$ the first such film has five cells. A reasonable statement of the answer is therefore $t_c\approx1.3\ \mathrm{nm}$, or three to four cells.

One assumption open to doubt is the constant permittivity. The field at the threshold is about $2.5\ \mathrm{V/nm}$, or $25\ \mathrm{MV/cm}$, above the breakdown field of roughly $10\ \mathrm{MV/cm}$ of silicon dioxide, and the induced polarization treated as linear is 96% of $P_0$, a dipole of about $1.9\ e\,\text{Å}$ per cell. If the response weakens at such fields, the drop grows faster with thickness and the threshold moves down. Charged defects, adsorbates or a metal cap can also supply compensating charge by routes that this model excludes. The value of $1.3\ \mathrm{nm}$ is an estimate for electronic transfer across an otherwise clean, insulating film.

## Values computed for the example and the checks

```
Zero-field polarization P0: 0.53 C/m^2
Relative permittivity: 24
Potential limit: 3.3 V
Vacuum permittivity: 8.8542e-12 F/m
Field magnitude in film: 2.494 V/nm
Induced polarization: -0.508 C/m^2
Total polarization at D = 0: 0.0221 C/m^2
Critical thickness, formula: 1.323 nm
Onset thickness, energy minimum: 1.323 nm
Cell side for e/2 per cell area: 0.389 nm
Critical thickness in cells: 3.40
Potential drop per cell: 0.970 V
Potential drop, 3 cells: 2.91 V
Potential drop, 4 cells: 3.88 V
First whole number of cells above limit: 4
Thickness of that film: 1.56 nm
Critical thickness for permittivity 20: 1.10 nm
Critical thickness for permittivity 28: 1.54 nm
Transferred charge at 1.0 nm: 0.000 C/m^2
Transferred charge at 2.0 nm: 0.179 C/m^2
Potential drop at 2.0 nm: 3.30 V
```
